# The Rytova–Keldysh Interaction of Charges in a Polarizable Sheet, part 2

We seek the interaction between charges in a thin polarizable layer, modelled as a sheet of zero thickness at $z=0$. The relative permittivity is $\varepsilon_1$ above it and $\varepsilon_2$ below. SI units are used, $\boldsymbol\rho$ is the position in the plane, and $\rho=|\boldsymbol\rho|$. The in-plane field $\mathbf E_\parallel$ polarizes the sheet:

$$\mathbf P_{\rm s}(\boldsymbol\rho,z)=\varepsilon_0\chi\,\mathbf E_\parallel(\boldsymbol\rho,0)\,\delta(z). \tag{1}$$

The polarizability $\chi$ is a length. The sheet's bound charge per unit area is $\varepsilon_0\chi\nabla_\rho^2\phi$, where $\nabla_\rho^2$ is the in-plane Laplacian, and its total is zero. The potential $\phi$ of a point charge $Q$ in the sheet at the origin is transformed with in-plane wave vector $\mathbf q$, $q=|\mathbf q|$:

$$\phi(\boldsymbol\rho,z)=\int\!\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\boldsymbol\rho}\,\phi(q,z). \tag{5}$$

The solution decays away from the sheet, and its amplitude follows from Gauss's law:

$$\phi(q,z)=\phi(q)\,e^{-q|z|},\qquad \phi(q)\equiv\phi(q,0). \tag{7}$$

$$\big[(\varepsilon_1+\varepsilon_2)q+\chi q^2\big]\phi(q)=\frac{Q}{\varepsilon_0}. \tag{9}$$

With the mean permittivity and the screening length

$$\kappa=\frac{\varepsilon_1+\varepsilon_2}{2},\qquad r_0=\frac{\chi}{\varepsilon_1+\varepsilon_2}=\frac{\chi}{2\kappa}, \tag{10}$$

this gives

$$\boxed{\;\phi(q)=\frac{Q}{2\varepsilon_0\kappa\,q\,(1+r_0q)}\;} \tag{11}$$

The transform $\sigma_{\rm s}(q)$ of the sheet's bound charge density satisfies

$$\sigma_{\rm s}(q)=-Q\,\frac{r_0q}{1+r_0q},\qquad Q+\sigma_{\rm s}(q)=\frac{Q}{1+r_0q}. \tag{13}$$

For a model slab of thickness $d$, with $\chi$ and $Q$ spread evenly across it, the error of the sheet formula to first order in $qd$ is

$$\frac{\phi_{\rm sheet}}{\phi_{\rm slab}}-1\approx\frac{c\,qd}{1+r_0q}, \tag{20}$$

where $c=\frac12-\kappa^2/(6\varepsilon_1\varepsilon_2)$.

For two elementary charges $e$ the interaction energy is $U=e\phi$ with $Q=e$, and $e^2/(4\pi\varepsilon_0)=1.43996$ eV nm. The example, which is no particular material, has $\chi=8$ nm, $\varepsilon_1=1$, $\varepsilon_2=3$, $\kappa=2$ and $r_0=2$ nm; the slab comparison uses $d=0.6$ nm.

### Reduction to one function

In polar coordinates, (5) at $z=0$ contains the angular integral $\int_0^{2\pi}e^{iq\rho\cos\theta}d\theta=2\pi J_0(q\rho)$, where $J_0$ is the Bessel function of order zero. One factor $q$ from the area element cancels the $1/q$ of (11):

$$\phi(\rho)=\frac{1}{2\pi}\int_0^\infty\! q\,J_0(q\rho)\,\phi(q)\,dq=\frac{Q}{4\pi\varepsilon_0\kappa}\int_0^\infty\!\frac{J_0(q\rho)}{1+r_0q}\,dq. \tag{21}$$

The substitution $t=r_0q$ extracts a factor $1/r_0$. With $x=\rho/r_0$,

$$\phi(\rho)=\frac{Q}{4\pi\varepsilon_0\kappa r_0}\,F(x),\qquad F(x)=\int_0^\infty\!\frac{J_0(xt)}{1+t}\,dt. \tag{22}$$

All dependence on distance is in the single function $F$.

### An integral without oscillations

The Bessel function oscillates, which hides the behaviour of $F$. To remove it, write $1/(1+t)=\int_0^\infty e^{-s(1+t)}ds$ and carry out the $t$ integral first. The exchange of the two integrals is allowed because $\int_0^\infty|J_0(xt)|/(1+t)\,dt$ is finite for $x>0$: at large $t$ the Bessel function is bounded by a constant times $t^{-1/2}$.

The inner integral is the Laplace transform of $J_0$. With $J_0(xt)=\frac{1}{2\pi}\int_0^{2\pi}e^{ixt\cos\theta}d\theta$, the $t$ integral gives $1/(s-ix\cos\theta)$. Its imaginary part averages to zero over the angle. In the real part, the four quadrants contribute equally, and $w=\tan\theta$ leads to

$$\int_0^\infty\! J_0(xt)e^{-st}dt=\frac{2}{\pi}\int_0^{\pi/2}\!\frac{s\,d\theta}{s^2+x^2\cos^2\theta}=\frac2\pi\int_0^\infty\!\frac{s\,dw}{s^2w^2+s^2+x^2}=\frac{1}{\sqrt{s^2+x^2}}. \tag{23}$$

What remains is $F(x)=\int_0^\infty e^{-s}(s^2+x^2)^{-1/2}ds$. The substitution $s=xu$ gives

$$F(x)=\int_0^\infty\!\frac{e^{-xu}}{\sqrt{1+u^2}}\,du. \tag{24}$$

The integrand is positive and decreases with $x$. Hence $F$ is positive and falls monotonically. Since $1/\sqrt{1+u^2}<1$ for $u>0$, it also follows that $F(x)<\int_0^\infty e^{-xu}du=1/x$. The sheet weakens the interaction at every distance, compared with the Coulomb law in the same surroundings.

### The differential equation

Differentiation of (24) under the integral brings down a factor $-u$ each time. Therefore

$$F''+\frac{F'}{x}+F=\int_0^\infty\! e^{-xu}\sqrt{1+u^2}\,du-\frac1x\int_0^\infty\! e^{-xu}\frac{u}{\sqrt{1+u^2}}\,du, \tag{25}$$

where the first integral combines $F''$ and $F$ through $(u^2+1)/\sqrt{1+u^2}=\sqrt{1+u^2}$. In the second integral, $u/\sqrt{1+u^2}$ is the derivative of $\sqrt{1+u^2}$. Integration by parts gives

$$\int_0^\infty\! e^{-xu}\frac{u}{\sqrt{1+u^2}}\,du=-1+x\int_0^\infty\! e^{-xu}\sqrt{1+u^2}\,du. \tag{26}$$

The term $-1$ is the boundary value at $u=0$. When (26) is inserted in (25), the remaining integrals cancel:

$$F''+\frac{F'}{x}+F=\frac1x. \tag{27}$$

The left side is the Bessel operator of order zero, and the right side is a source.

The Struve function of order zero is defined by the series

$$H_0(x)=\frac2\pi\sum_{k=0}^\infty\frac{(-1)^k\,x^{2k+1}}{[(2k+1)!!]^2}=\frac2\pi\Big(x-\frac{x^3}{9}+\dots\Big). \tag{28}$$

The operator in (27) turns a power $x^n$ into $n^2x^{n-2}+x^n$. Applied to the term $k\ge1$ of (28), its first part has the coefficient $(-1)^k/[(2k-1)!!]^2$, which cancels the second part from the term $k-1$. What survives is the first part from $k=0$, so

$$H_0''+\frac{H_0'}{x}+H_0=\frac{2}{\pi x}. \tag{29}$$

Thus $(\pi/2)H_0$ is a particular solution of (27). The general solution adds the two solutions of the homogeneous equation, the Bessel function $J_0$ and the Neumann function $Y_0$:

$$F=\frac\pi2H_0+A\,J_0+B\,Y_0. \tag{30}$$

### Fixing the constants at short distance

The behaviour of $F$ at small $x$ determines $A$ and $B$. Since $1/\sqrt{1+u^2}$ is the derivative of $\operatorname{arsinh}u$, integration by parts of (24) followed by $v=xu$ gives

$$F(x)=\int_0^\infty\! e^{-v}\operatorname{arsinh}\!\Big(\frac vx\Big)dv. \tag{31}$$

For $w=v/x$ the difference $\operatorname{arsinh}w-\ln(2w)$ equals $\ln\{[1+\sqrt{1+1/w^2}]/2\}$. It lies between zero and $\ln[1+1/(2w)]$, because $\sqrt{1+1/w^2}\le1+1/w$. Its contribution to (31) is thus at most $\int_0^\infty e^{-v}\ln[1+x/(2v)]\,dv$, which vanishes as $x\to0$. The rest is elementary. With $\int_0^\infty e^{-v}\ln v\,dv=-\gamma$, where $\gamma=0.5772\ldots$ is Euler's constant,

$$F(x)=\ln\frac2x-\gamma+o(1),\qquad x\to0. \tag{32}$$

In the same limit $H_0\to0$, $J_0\to1$ and $Y_0=(2/\pi)[\ln(x/2)+\gamma]+o(1)$. The logarithm in (32) requires $B=-\pi/2$. This choice also reproduces the constant $-\gamma$, so $A=0$. Equation (22) becomes

$$\boxed{\;\phi(\rho)=\frac{Q}{8\varepsilon_0\kappa r_0}\Big[H_0\Big(\frac{\rho}{r_0}\Big)-Y_0\Big(\frac{\rho}{r_0}\Big)\Big]\;} \tag{33}$$

The prefactor is $Q/(4\pi\varepsilon_0\kappa r_0)$ times $\pi/2$. Equation (33) holds for $\rho>0$ and is the Struve–Neumann form of the interaction. It was tested against direct integration of (22) and (24) at three values of $x$.

### Far and near

At large $x$ the exponential in (24) restricts the integral to small $u$. Expand $1/\sqrt{1+u^2}=1-u^2/2+3u^4/8-\dots$ and use $\int_0^\infty u^ne^{-xu}du=n!/x^{n+1}$:

$$F(x)\simeq\frac1x-\frac1{x^3}+\frac9{x^5}-\dots \tag{34}$$

This is an asymptotic series. Its leading term gives $\phi\approx Q/(4\pi\varepsilon_0\kappa\rho)$, the Coulomb law of the surroundings. The first correction is $-r_0^2/\rho^2$ relative to it.

At small $x$ the next term after (32) comes from the series (28), since the corrections to $Y_0$ are of order $x^2\ln x$. Hence $F\approx\ln(2/x)-\gamma+x$. Without its last term, this gives for two elementary charges

$$U(\rho)\approx\frac{e^2}{2\pi\varepsilon_0\chi}\Big[\ln\frac{2r_0}{\rho}-\gamma\Big],\qquad\rho\ll r_0, \tag{35}$$

where $4\pi\kappa r_0=2\pi\chi$ was used. A logarithm is the potential of a charge whose field lines are confined to a plane. Here it is the electric displacement that stays in the plane. For a charge $Q$ the potential at $\rho\ll r_0$ has the slope $-Q/(2\pi\varepsilon_0\chi\rho)$, so the polarization of the sheet carries the flux $2\pi\rho\,\varepsilon_0\chi\,Q/(2\pi\varepsilon_0\chi\rho)=Q$ through a circle of radius $\rho$. This is the whole flux of the charge, and almost none is left for the surrounding media within that radius.

The surroundings have disappeared from the prefactor of (35) and remain inside the logarithm, through $r_0$. Consider the same sheet in two environments $a$ and $b$. The energies at short distance differ by a constant:

$$U_a-U_b\to\frac{e^2}{2\pi\varepsilon_0\chi}\ln\frac{r_{0,a}}{r_{0,b}}=\frac{e^2}{2\pi\varepsilon_0\chi}\ln\frac{\kappa_b}{\kappa_a},\qquad\rho\to0. \tag{36}$$

At large distance, by contrast, the ratio of the energies tends to $\kappa_b/\kappa_a$. An electron–hole pair much smaller than both screening lengths therefore has its interaction energy shifted by a substrate, while its wave function is left nearly unchanged, because a constant in the Hamiltonian exerts no force. Pairs with ordinary effective masses reach this limit only in part. With the parameters of the examples and a reduced mass of $0.25\,m_e$, the root-mean-square radius of the ground state is about 1.1 nm. Going from the suspended to the supported sheet then lowers the binding energy by about 0.20 eV, against 0.25 eV from (36), and enlarges the radius by about 9 percent. This statement concerns the mutual interaction. The energy of each charge in its own polarization field also depends on the substrate and is not included in $U$.

### The cloud of charge

Equation (27) gives the sheet's bound charge in real space. For $\rho>0$ its density is $\varepsilon_0\chi\nabla_\rho^2\phi$, and the Laplacian of $F(\rho/r_0)$ is $(F''+F'/x)/r_0^2=(1/x-F)/r_0^2$. With the prefactor of (22) and $\chi=2\kappa r_0$,

$$\sigma(\rho)=\frac{Q}{2\pi r_0^2}\Big[\frac1x-F(x)\Big]. \tag{37}$$

Since $F<1/x$, the cloud has the sign of $Q$ everywhere. The charge within a radius $R=Xr_0$ is $Q\int_0^X(1-xF)\,dx$. Multiplied by $x$, equation (27) reads $1-xF=xF''+F'=(xF')'$, so the integral is a difference of boundary values. At the lower end, $xF'=-\int_0^\infty e^{-v}v\,(v^2+x^2)^{-1/2}dv\to-1$. Therefore

$$\frac{Q(R)}{Q}=1+X\,F'(X),\qquad F'=1-\frac\pi2\,(H_1-Y_1), \tag{38}$$

where $H_1=2/\pi-H_0'$ and $Y_1=-Y_0'$ are the functions of order one. From (34), $Q(R)/Q\approx1-1/X$ at large $X$. The cloud holds the full charge $Q$, but its tail is long. Because the sheet as a whole is neutral, a bound point charge $-Q$ must sit at the origin, on top of the free charge. This agrees with the large-$q$ limit of (13).

This picture was tested in real space. The cloud was obtained by numerical differentiation of (33), and its potential was summed ring by ring with the Coulomb law of the surroundings. It reproduced $F$ at three distances to within $4\times10^{-7}$.

### Numbers in real space

The parameters are those of the first half: $\chi=8$ nm, $\kappa=2$, $r_0=2$ nm. The energy scale is

$$\frac{e^2}{2\pi\varepsilon_0\chi}=\frac{2\times1.43996\ \mathrm{eV\,nm}}{8\ \mathrm{nm}}=0.3600\ \mathrm{eV}. \tag{39}$$

At $\rho=1$ nm, $x=0.5$ and $F=1.1845$, so $U=0.3600\times1.1845=0.426$ eV. The same sheet suspended in vacuum has $\kappa=1$ and $r_0=4$ nm. Repulsion energies of two elementary charges, in eV, are:

| $\rho$ (nm) | supported | Coulomb, $\kappa=2$ | suspended |
|---|---|---|---|
| 0.2 | 0.904 | 3.600 | 1.137 |
| 1 | 0.426 | 0.720 | 0.616 |
| 2 | 0.272 | 0.360 | 0.426 |
| 5 | 0.131 | 0.144 | 0.231 |
| 20 | 0.0357 | 0.0360 | 0.0697 |

Relative to the sheet formula, the Coulomb law is too large by 1 percent at 20 nm, by 10 percent at 5 nm and by a factor of 4 at 0.2 nm. If one insists on a dielectric constant, it must depend on distance: it is $1.440/(\rho U)$ with $\rho$ in nm and $U$ in eV, which is 3.4 at 1 nm and 8.0 at 0.2 nm.

The logarithmic form (35) gives 0.871 eV at 0.2 nm, 4 percent too low. At 2 nm, where $\rho=r_0$, it gives 0.042 eV instead of 0.272 eV, and beyond $x=2e^{-\gamma}\approx1.12$ it has the wrong sign. From $0.1\,r_0$ to $5\,r_0$ each of the two limits is off by more than 3 percent, and better accuracy requires (33) or, near the two ends of this range, the next term of the expansion.

The suspended sheet at 2 nm and the supported one at 1 nm have equal energies, 0.426 eV. Both have $x=0.5$, and the scale (39) does not depend on the surroundings. The short-distance shift (36) is $0.3600\times\ln2=0.250$ eV. At 0.2 nm the difference is $1.1372-0.9035=0.2337$ eV, already close to it. At 20 nm the ratio of the two energies is 1.95, close to the limit of 2.

The cloud around the charge is wide. In the supported sheet 46 percent of $Q$ lies within 2 nm, half of it within 2.34 nm, and 90 percent within 20 nm. The remaining values are in the numerical output.

### Where the formula fails

The logarithm continues down to $\rho=0$ in (33), but the model does not. At distances comparable with the layer thickness the charge distribution across the layer matters. In reciprocal space, (20) gives the error for one kind of slab. At distances comparable with the lattice constant the response is no longer local, and $\chi$ must be replaced by a function of $q$. At 0.2 nm the energies above illustrate the formula and would not describe a real layer.

If the layer contains mobile carriers, a static in-plane field drives a current instead of a finite dipole moment, and (1) does not apply. If the layer is anisotropic, $\chi q^2$ in (9) becomes $\chi_{xx}q_x^2+\chi_{yy}q_y^2$ along the principal axes. The potential then depends on direction, and (33) no longer holds. If a metallic gate or another interface lies at a distance $h$, the exponential (7) is altered for $q\lesssim1/h$, and the Coulomb tail changes strongly at distances of order $h$ and beyond. At shorter distances the energy is shifted by a nearly constant amount, which need not be negligible: in the example, a metal 10 nm below the sheet lowers the energy at 1 nm by about 9 percent, and the relative change at $\rho=0.1\,h$ grows as $h$ approaches $r_0$. Finally, the permittivities are static ones. They apply when the surroundings can follow the motion of the charges; otherwise the response at the relevant frequency has to be used.

## Calculated quantities

```
sheet polarizability chi = 8.0 nm
Gaussian polarizability chi/(4 pi) = 0.6366 nm
permittivity above, below = 1.0, 3.0
mean permittivity kappa = 2.0
screening length r0, supported = 2.0 nm
screening length r0, suspended = 4.0 nm
e^2/(4 pi eps0) = 1.43996 eV nm
energy scale e^2/(2 pi eps0 chi) = 0.35999 eV
Reciprocal space, supported sheet:
q (1/nm) | kappa(1+r0 q) | U(q) (eV nm^2) | Coulomb (eV nm^2)
0.1 | 2.40 | 37.6982 | 45.2378
0.5 | 4.00 | 4.5238 | 9.0476
1.0 | 6.00 | 1.5079 | 4.5238
2.0 | 10.00 | 0.4524 | 2.2619
Real space, repulsion energy of two elementary charges (eV):
rho (nm) | x | F(x) | supported | Coulomb/kappa | log form | suspended
0.2 | 0.10 | 2.50987 | 0.90353 | 3.59991 | 0.87064 | 1.13724
0.5 | 0.25 | 1.71158 | 0.61615 | 1.43996 | 0.54079 | 0.83075
1.0 | 0.50 | 1.18450 | 0.42641 | 0.71998 | 0.29126 | 0.61615
2.0 | 1.00 | 0.75461 | 0.27165 | 0.35999 | 0.04173 | 0.42641
5.0 | 2.50 | 0.36425 | 0.13113 | 0.14400 | -0.28812 | 0.23058
10.0 | 5.00 | 0.19368 | 0.06972 | 0.07200 | -0.53765 | 0.13113
20.0 | 10.00 | 0.09907 | 0.03567 | 0.03600 | -0.78718 | 0.06972
contact shift, suspended minus supported = 0.24953 eV
same shift by integration over q = 0.24953 eV
Charge cloud, supported sheet:
fraction of Q within 1 nm = 0.3033
fraction of Q within 2 nm = 0.4611
fraction of Q within 10 nm = 0.8168
fraction of Q within 20 nm = 0.9027
radius holding half of Q = 2.340 nm
Sheet formula against a model slab 0.6 nm thick:
q = 0.1 1/nm: sheet/slab - 1 = 1.39 percent
q = 0.5 1/nm: sheet/slab - 1 = 4.30 percent
q = 1.0 1/nm: sheet/slab - 1 = 6.03 percent
q = 2.0 1/nm: sheet/slab - 1 = 8.01 percent
largest relative error, zero-thickness limit = 4.2e-07
largest error of F against Bessel integral = 2.5e-16
largest error of F against cloud potential = 3.1e-07
```
